# Surface Scattering and Drude Damping in a 10 nm Gold Film

An electron moving at the Fermi velocity of gold crosses a 10 nm film in 7.21 fs. Dividing $\hbar$ by this time gives 0.0913 eV, which is more than the rough bulk optical damping of 0.07 eV. Yet the Boltzmann equation for the same film, with walls that scatter every electron diffusely, gives an added damping of 0.0338 eV. The transit time sets the right scale, but a factor of nearly three has to be explained.

## The estimate from the transit time

In the Drude model, a current left to itself decays at a rate $\gamma$. With fields varying as $e^{-i\omega t}$, the conductivity and permittivity are

$$
\sigma=\frac{\varepsilon_0\omega_p^2}{\gamma-i\omega},\qquad
\varepsilon=\varepsilon_b+\frac{i\sigma}{\varepsilon_0\omega}
=\varepsilon_b-\frac{\omega_p^2}{\omega(\omega+i\gamma)} .
$$

Here $\omega_p^2=ne^2/(\varepsilon_0m)$, and $\varepsilon_b$ describes the bound electrons. Dampings are quoted as energies $\hbar\gamma$.

Gold has four atoms in its cubic cell, and each supplies about one conduction electron. A lattice parameter of roughly $a=0.41$ nm gives $n=4/a^3=58.0\ \mathrm{nm^{-3}}$. Filling a sphere in wave-vector space with two spins per state requires

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}=11.98\ \mathrm{nm^{-1}} .
$$

With the free-electron mass, $v_F=\hbar k_F/m=1.387\times10^6$ m/s, or $\hbar v_F=0.913$ eV nm. If the walls destroy the current once per transit time $d/v_F$, then

$$
\hbar\gamma_{\rm transit}=\frac{\hbar v_F}{d}
=\frac{0.913\ \mathrm{eV\,nm}}{10\ \mathrm{nm}}=0.0913\ \mathrm{eV}.
$$

This is 1.30 times the bulk damping $\hbar\gamma_b=0.07$ eV. The mean free path implied by this optical damping, $\ell=v_F/\gamma_b=0.913/0.07=13.0$ nm, tells the same story: it exceeds the film thickness, so the walls cannot be ignored.

The estimate treats every electron as if it flew straight across the film. Most fly obliquely and reach a wall later. Moreover, those that fly nearly straight across carry little current along the film. Both facts reduce the damping.

## Which electrons carry the current

Let the field lie along $x$, in the film plane, as it does for light at normal incidence, and let $z$ run across the film. The field is first taken as uniform across the thickness. The Fermi surface is taken as a sphere, although that of real gold is distorted and has necks at the zone boundary. At a wall, a fraction $p$ of the electrons reflects specularly, reversing $v_z$ and keeping $v_x$. The rest leave diffusely, with no preferred direction in the plane, so their average $v_x$ is zero.

A short field pulse shifts all velocities by a small amount $\delta v$ along $x$. To first order, the distribution becomes

$$
f_0-\delta v\,\frac{\partial f_0}{\partial v_x}
=f_0+m v_x\,\delta v\left(-\frac{\partial f_0}{\partial E}\right),
$$

where $E$ is the electron energy and $\partial E/\partial v_x=mv_x$. The change sits at the Fermi surface and is weighted by $v_x$. The current a time $t$ later contains a second factor, $v_x(t)$. Wall scattering therefore reduces the current by the factor

$$
C(t)=\frac{\langle v_x(0)v_x(t)\rangle}{\langle v_x^2\rangle},
$$

averaged over directions on the Fermi sphere and over starting depths. Bulk collisions, taken as independent of the walls, contribute a further factor $e^{-\gamma_bt}$. Adding the responses to all earlier pulses gives

$$
\sigma(\omega)=\varepsilon_0\omega_p^2\int_0^\infty C(t)\,e^{-st}\,dt,
\qquad s=\gamma_b-i\omega .
$$

For $t<d/v_F$, no electron can hit two walls. An electron starting at a random depth hits one with probability $|v_z|t/d$, the fraction of depths lying within $|v_z|t$ of the wall ahead. A fraction $1-p$ of the hits removes the contribution $v_x^2$, so

$$
C(t)=1-\gamma_st,\qquad
\gamma_s=\frac{1-p}{d}\,
\frac{\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle}.
$$

Write $v_z=v_F\mu$. Directions are uniform in $\mu$ between $-1$ and 1, and averaging over azimuth gives $v_x^2\to v_F^2(1-\mu^2)/2$. Since the integrand is even in $\mu$,

$$
\langle v_x^2|v_z|\rangle
=\frac{v_F^3}{2}\int_0^1(1-\mu^2)\mu\,d\mu
=\frac{v_F^3}{2}\left(\frac12-\frac14\right)=\frac{v_F^3}{8}.
$$

By symmetry $\langle v_x^2\rangle=v_F^2/3$. Dividing the two averages gives

$$
\boxed{\gamma_s=\frac38(1-p)\frac{v_F}{d}} .
$$

The reduction has two parts. The average hit rate is $\langle|v_z|\rangle/d=v_F/(2d)$, which accounts for oblique flight. Weighting by $v_x^2$ lowers the coefficient from $1/2$ to $3/8$, because the electrons that hit most often carry the least in-plane current.

## From the decay to a Drude damping

At 1.50 eV the phase of $e^{i\omega t}$ advances by $\omega d/v_F=1.50/0.0913\simeq16$ radians during a transit, or about 2.6 cycles. Contributions from later times then largely cancel, and the early decay of $C$ dominates the surface correction; the size of the remainder is estimated below. Continuing the straight line to all times gives

$$
\frac{\sigma}{\varepsilon_0\omega_p^2}
\simeq\int_0^\infty(1-\gamma_st)e^{-st}dt
=\frac1s-\frac{\gamma_s}{s^2}.
$$

The effective damping follows from the inverse:

$$
\frac{\varepsilon_0\omega_p^2}{\sigma}
\simeq\frac{s}{1-\gamma_s/s}
=s+\gamma_s+\frac{\gamma_s^2}{s}+\cdots
\simeq \gamma_b+\gamma_s-i\omega .
$$

To first order in $\gamma_s/s$, the bulk and surface rates add.

The cost of continuing the line can be found for diffuse walls, $p=0$. Let $\tau=v_Ft/d$ and $\kappa=sd/v_F$. After $\tau=1$, the line would make the contribution of the steepest electrons negative, whereas it really stops at zero. The true $C$ therefore exceeds the line by

$$
D(\tau)=\frac32\int_{1/\tau}^{1}(1-\mu^2)(\mu\tau-1)\,d\mu .
$$

Just after $\tau=1$, put $\mu=1-x$ and $\tau=1+\delta$. Then $1-\mu^2\simeq2x$ and $\mu\tau-1\simeq\delta-x$, so

$$
D\simeq\frac32\int_0^\delta2x(\delta-x)\,dx
=\frac32\,\frac{\delta^3}{3}=\frac{\delta^3}{2}.
$$

For large $|\kappa|$, its contribution to $\int C e^{-\kappa\tau}d\tau$ is approximately $3e^{-\kappa}/\kappa^4$. The surface term itself is $(3/8)/\kappa^2$ in magnitude. Their ratio has magnitude $8e^{-d/\ell}/|\kappa|^2$.

At a photon energy of 1.50 eV, $v_F/(\omega d)=0.061$, so $|\kappa|\simeq16$. With $d/\ell=0.77$, the leading correction is about 1% of the surface damping.

There is a second limit. At zero frequency, $\kappa=d/\ell$, and a thick film with $d\gg\ell$ again makes the correction to the line small. The result is then

$$
\sigma(0)\simeq\frac{\varepsilon_0\omega_p^2}{\gamma_b}
\left[1-\frac38(1-p)\frac{\ell}{d}\right].
$$

Here bulk collisions, rather than rapid oscillation, suppress late times. For the 10 nm film, the optical damping gives $d/\ell=0.77$, and the smaller dc damping discussed below gives only 0.26. This static expansion therefore does not apply to it, although the optical one does.

## Comparison with the Boltzmann equation

For fully diffuse walls, the formula gives

$$
\hbar\gamma_s=\tfrac38(0.0913\ \mathrm{eV})=0.0342\ \mathrm{eV},
$$

or 0.49 of the bulk damping. The total is 0.1042 eV, compared with 0.1613 eV if the full transit estimate is added. Thus the surface term matters either way, but the transit estimate places it above the bulk term and the kinetic result places it below.

The Boltzmann equation follows the distribution through the film without the straight-line approximation. Write the change of the distribution as $-e\mathcal E v_x(-\partial f_0/\partial E)\,g$, where $\mathcal E$ is the electric field. The function $g(z,v_z)$ then obeys

$$
v_z\frac{\partial g}{\partial z}+(\gamma_b-i\omega)g=1,
$$

and electrons leaving a wall have $p$ times the $g$ of those arriving with opposite $v_z$. The conductivity is $\varepsilon_0\omega_p^2$ times the average of $g$ over depth and over directions weighted by $v_x^2$. Subtracting $\gamma_b$ from the real part of $\varepsilon_0\omega_p^2/\sigma$ gives the added damping.

At 1.50 eV, the numerical solution gives 0.0338 eV for $p=0$ and 0.0170 eV for $p=0.5$. The first lies about 1% below the formula, the size expected from late times. For $p=1$ the added damping vanishes to rounding error. The reason is visible in the equation: the constant $g=1/s$ satisfies it and both wall conditions. In this model, confinement between smooth walls does not damp a uniform in-plane current; loss of $v_x$ at the walls does.

Two million random flights, each lasting 0.8 of a transit time, test the counting separately. They give a hit rate of $0.4999\,v_F/d$, and current decay rates of $0.3752\,v_F/d$ for $p=0$ and $0.2633\,v_F/d$ for $p=0.3$. The predicted coefficients are 0.5, 0.375 and 0.2625.

## What the optical constants show

Multiplying numerator and denominator of the free-carrier permittivity by $\omega-i\gamma$ gives

$$
\operatorname{Im}\varepsilon
=\frac{\omega_p^2\gamma}{\omega(\omega^2+\gamma^2)} .
$$

With $\hbar\omega_p=8.95$ eV and the photon energy held at 1.50 eV, the bulk damping alone gives 1.66. Diffuse walls raise this to 2.46, while the transit estimate would raise it to 3.78. The Boltzmann solution gives 2.45. These values leave out interband absorption, which adds its own loss.

Setting $\gamma_s=\gamma_b$ gives the thickness at which the two dampings match. It is 13.0 nm from the transit estimate and $\tfrac38\times13.0=4.9$ nm for diffuse walls. At the latter thickness the Boltzmann solution gives 0.0726 eV, about 4% above the bulk value; late times matter more in the thinner film.

## A real gold film

The lattice parameter and electron density are typical of gold, but the bulk damping is less certain. From $\sigma(0)=1/\rho$, the Drude damping is $\gamma=\varepsilon_0\omega_p^2\rho$. A rough resistivity of 2.2 microohm cm then implies 0.0237 eV, well below the optical value of 0.07 eV. Against this smaller reference, diffuse walls would be the larger term. An optical damping measured on a film may also already contain surface and grain scattering, and adding $\gamma_s$ would then count part of it twice.

Real films also break the assumption of a single crystal. Consider grain boundaries normal to the current, spaced by $D$, that reflect a fraction $R$ of the electrons. An electron meets one within a short time $t$ with probability $|v_x|t/D$. Reflection changes $v_x$ to $-v_x$, a loss of $2v_x^2$ from the current average. Since $\langle|v_x|^3\rangle=v_F^3/4$,

$$
\gamma_g=\frac{2R}{D}\frac{\langle|v_x|^3\rangle}{\langle v_x^2\rangle}
=\frac32R\frac{v_F}{D}.
$$

For assumed values $R=0.30$ and $D=10$ nm, this is 0.0411 eV, more than the diffuse walls contribute. This short-time estimate leaves out electrons that meet a second boundary; for boundaries equally spaced by 10 nm at 1.50 eV they lower it by about 2%, but this correction oscillates in sign and reaches 5 to 7% for nearby spacings or photon energies. The estimate also takes the field as uniform, which is valid only to first order in $R$. Boundaries normal to the current, unlike the walls, pile up charge, and the field near them adjusts to keep the total current continuous. This acts roughly like replacing $R$ by $R/(1-R)$, and for $R=0.30$ it raises the grain term to about 0.055 eV. If the rates add, the total rises from 0.104 to 0.145 eV with the uniform-field estimate, or to about 0.16 eV with the charge build-up included. Random flights give a coefficient of 0.4485, against the predicted 0.45.

The other corrections estimated here are smaller for this film. The field decays over 25.6 nm in the metal, so it is not quite uniform. For a film on glass of index 1.50, with $\varepsilon_b=9.0$ and light arriving from air, including the uneven field changes the diffuse-wall result from 0.0338 to 0.0348 eV. A band mass of 1.10 electron masses would lower the transit estimate to 0.083 eV. The thermal energy at 300 K is 0.5% of the Fermi energy, so the Fermi surface is sharp. About 38 quantized levels are filled across the thickness, which supports the use of classical paths as a first approximation. The photon energy, however, is 27% of the Fermi energy, so a detailed model of the walls would need a quantum treatment of the scattering, whose effect is not estimated here. A film with gaps or strong roughness is no longer a uniform slab, and these formulas do not describe it.

The inputs and the main results are listed in the numerical output below.

## Numbers as computed

```
INPUTS (rough typical values for gold)
lattice parameter: 0.41 nm
film thickness d: 10.0 nm
bulk optical damping: 0.070 eV
photon energy: 1.50 eV
temperature: 300 K
FREE-ELECTRON VALUES
electron density: 58.0 per nm^3
Fermi wave number: 11.98 per nm
Fermi velocity: 1.387e+06 m/s
hbar v_F: 0.913 eV nm
Fermi energy: 5.47 eV
plasma energy: 8.95 eV
SURFACE DAMPING
transit time d/v_F: 7.21 fs
transit estimate hbar v_F/d: 0.0913 eV
transit estimate / bulk: 1.30
diffuse walls, 3/8 formula: 0.0342 eV
diffuse walls / bulk: 0.49
bulk + diffuse walls: 0.1042 eV
bulk + transit estimate: 0.1613 eV
CHECKS
flights, hit rate: 0.4999 v_F/d
flights, current decay, p=0: 0.3752 v_F/d
flights, current decay, p=0.3: 0.2633 v_F/d
Boltzmann added damping, p=0: 0.0338 eV
Boltzmann added damping, p=0.5: 0.0170 eV
Boltzmann |added damping|, p=1: 5.2e-15 eV
small parameter v_F/(omega d): 0.061
OPTICAL CONSEQUENCES (free-carrier part)
Im eps, bulk damping only: 1.66
Im eps, with diffuse walls: 2.46
Im eps, Boltzmann, diffuse walls: 2.45
Im eps, with transit estimate: 3.78
bulk mean free path = equal-damping d, A=1: 13.0 nm
equal-damping d, A=3/8: 4.9 nm
Boltzmann added damping at that d: 0.0726 eV
NEGLECTED EFFECTS
assumed grain size: 10.0 nm
assumed grain-boundary reflection: 0.30
flights, grain decay: 0.4485 v_F/D
grain-boundary damping: 0.0411 eV
assumed background permittivity: 9.0
assumed glass index: 1.50
field decay length in gold: 25.6 nm
diffuse-wall damping, uneven field: 0.0348 eV
rough dc resistivity: 2.2 microohm cm
bulk damping implied by dc resistivity: 0.0237 eV
assumed band mass: 1.10 electron masses
transit estimate with it: 0.0830 eV
thermal energy / Fermi energy: 0.0047
filled levels across film, k_F d/pi: 38
```
